# Minimum Dissipation in a Driven Channel and Noiseless Integer Pumps

## What dimensions allow

A slowly changing scatterer sends a current \(I\) into a reservoir through one channel. Let the reservoirs be at zero temperature and the scattering independent of energy, so that neither supplies an energy scale. For a steady drive the number flow \(\dot N=I/e\) is a rate, and the power that can be built from it and Planck's constant is

\[
P=c\,h\dot N^2=c\,\frac{h}{e^2}I^2 .
\]

Reversing the drive reverses \(I\) but must not turn heating into cooling, which agrees with the even power. Dimensions give neither \(c\) nor the role of other details of the drive. The claim, the Avron–Elgart–Graf–Sadun bound, is that \(c\ge 1/2\) for every channel.

Conventions: carriers have charge \(e>0\) and do not interact; for electrons the sign of \(I\) reverses. Current into a reservoir is positive. All reservoirs share \(\mu\) and \(T\), energies are measured from \(\mu\), and each spin state is its own channel. \(P\) is the net energy flow so measured, which becomes heat once the reservoir relaxes.

## One channel, one phase

Let every carrier leave with amplitude \(e^{-i\varepsilon t/\hbar}\), thus gaining energy \(\varepsilon>0\). The incoming sea is filled to \(0\), the outgoing one to \(\varepsilon\). A channel carries \(dE/h\) particles per unit time in \(dE\), so

\[
\dot N=\int_0^\varepsilon\frac{dE}{h}=\frac{\varepsilon}{h},\qquad
P=\int_0^\varepsilon E\,\frac{dE}{h}=\frac{\varepsilon^2}{2h}=\frac h2\dot N^2=\frac{h}{2e^2}I^2 .
\]

Here \(c=1/2\). Can another outgoing distribution do better? Let \(\rho(E)\) be the time-averaged outgoing occupation. The Pauli principle requires \(0\le\rho\le1\). With \(\theta\) the unit step, define \(\varepsilon=h\dot N=\int[\rho-\theta(-E)]dE\), of either sign. Then \(\int[\rho-\theta(\varepsilon-E)]dE=0\), and since \(\int E[\theta(\varepsilon-E)-\theta(-E)]dE=\varepsilon^2/2\),

\[
hP-\frac{\varepsilon^2}{2}=\int E\,[\rho-\theta(\varepsilon-E)]\,dE=\int(E-\varepsilon)[\rho-\theta(\varepsilon-E)]\,dE\ge0 .
\]

Above \(\varepsilon\) both factors are non-negative, below it both are non-positive. Thus at \(T=0\) the averages obey \(\bar P\ge(h/2e^2)\bar I^2\), at any drive frequency and for energy-dependent scattering. What remains is the time-resolved law, warm reservoirs, and the character of the pumps that reach the bound.

## Many channels, at each instant

Let \(a_k(t)\) remove an incoming carrier in channel \(k\), with \(\{a_k(t),a_l^\dagger(t')\}=\delta_{kl}\delta(t-t')\). If the unitary matrix \(S(t)\) does not depend on energy over the active window, the outgoing operators are \(b_j(t)=\sum_kS_{jk}(t)a_k(t)\).

The incoming correlator is \(\langle a_k^\dagger(t)a_l(t')\rangle=\delta_{kl}\,g(t-t')\). At \(T=0\),

\[
g(\tau)=\int_{-\infty}^0\frac{dE}{h}e^{iE\tau/\hbar}=\frac{1}{2\pi i(\tau-i0)} .
\]

A Fermi function is an average of steps with weight \(-f'\), which is even. A finite temperature therefore multiplies \(g\) by an even factor \(1+O(\tau^2)\).

The outgoing correlator at \(t\pm\tau/2\) is

\[
\langle b_j^\dagger(t+\tfrac\tau2)b_j(t-\tfrac\tau2)\rangle=\big[S(t-\tfrac\tau2)S^\dagger(t+\tfrac\tau2)\big]_{jj}\,g(\tau).
\]

Expand the matrix product:

\[
1+\frac\tau2(S\dot S^\dagger-\dot SS^\dagger)+\frac{\tau^2}{8}(S\ddot S^\dagger+\ddot SS^\dagger-2\dot S\dot S^\dagger)+O(\tau^3).
\]

Define the energy-shift matrix \(\mathcal E=i\hbar\dot SS^\dagger\), so \(\dot SS^\dagger=-i\mathcal E/\hbar\).

- Differentiating \(SS^\dagger=1\) once gives \(S\dot S^\dagger=-\dot SS^\dagger=i\mathcal E/\hbar\). Hence \(\mathcal E\) is Hermitian and the linear term is \(i\tau\mathcal E/\hbar\).
- Differentiating twice gives \(S\ddot S^\dagger+\ddot SS^\dagger=-2\dot S\dot S^\dagger\). The quadratic term is \(-\tfrac12\tau^2\dot S\dot S^\dagger\), where \(\dot S\dot S^\dagger=(\dot SS^\dagger)(S\dot S^\dagger)=\mathcal E^2/\hbar^2\).

Subtracting the incoming \(g(\tau)\) leaves

\[
\frac{1}{2\pi i\tau}\left[\frac{i\tau\mathcal E_{jj}}{\hbar}-\frac{\tau^2(\mathcal E^2)_{jj}}{2\hbar^2}\right]+O(\tau^2)
=\frac{\mathcal E_{jj}}{h}+\frac{i\tau(\mathcal E^2)_{jj}}{4\pi\hbar^2}+O(\tau^2).
\]

The thermal factor enters only at \(O(\tau^2)\). The value at \(\tau=0\) is the net number flow. Because energy \(E\) enters as \(e^{iE\tau/\hbar}\), applying \(-i\hbar\partial_\tau\) at \(\tau=0\) gives the energy flow:

\[
I_j=\frac eh\mathcal E_{jj},\qquad P_j=\frac{(\mathcal E^2)_{jj}}{4\pi\hbar}=\frac{(\mathcal E^2)_{jj}}{2h}.
\]

Since \((\mathcal E^2)_{jj}=\sum_k|\mathcal E_{jk}|^2\),

\[
\boxed{P_j=\frac{h}{2e^2}I_j^2+\frac1{2h}\sum_{k\ne j}|\mathcal E_{jk}|^2\;\ge\;\frac{h}{2e^2}I_j^2}
\]

For a three-channel pump of angular frequency \(\Omega\), both flows were also integrated from the time-resolved outgoing energy distribution. This was done at \(k_BT=0.4\) and \(1.1\,\hbar\Omega\), at three times and in every channel. The largest difference from the formulas was \(1.6\times10^{-11}\), in units of \(\Omega\) for number and \(\hbar\Omega^2\) for energy.

**Limit: a ballistic wire.** An electromotive force \(V\) gives transmitted carriers a phase \(\varphi\) with \(\hbar\dot\varphi=eV\). In the order (left, right),

\[
S=\begin{pmatrix}0&e^{i\varphi}\\e^{-i\varphi}&0\end{pmatrix},\qquad
\dot SS^\dagger=\begin{pmatrix}i\dot\varphi&0\\0&-i\dot\varphi\end{pmatrix},\qquad
\mathcal E=\begin{pmatrix}-eV&0\\0&eV\end{pmatrix}.
\]

The right-hand current is \(e^2V/h\), and each reservoir receives \((eV)^2/2h\). The sum \(e^2V^2/h=IV\) is the Joule heat of the Landauer resistance \(h/e^2\). The bound's \(h/2e^2\) is the half belonging to one reservoir.

## Saturation forces integer charge

Equality requires \(\mathcal E_{jk}=0\) for all \(k\ne j\). The definition of \(\mathcal E\) gives \(\dot S=-(i/\hbar)\mathcal ES\). If equality holds throughout a cycle, row \(j\) obeys

\[
\dot S_{jk}=-\frac i\hbar\mathcal E_{jj}S_{jk}\quad\Rightarrow\quad S_{jk}(t)=e^{-i\chi(t)}S_{jk}(0),\qquad \dot\chi=\frac{\mathcal E_{jj}}{\hbar},\quad\chi(0)=0.
\]

The row has unit norm, so some entry is nonzero. If \(S\) returns to itself after a period \(T_p\), then \(e^{-i\chi(T_p)}=1\) and \(\chi(T_p)=2\pi n\). The charge is

\[
Q_j=\int_0^{T_p}\frac eh\,\hbar\dot\chi\,dt=\frac{e}{2\pi}\,2\pi n=ne .
\]

Saturation at isolated instants is not enough. The current need not be steady, but steadiness is cheapest: the mean of \(I_j^2\) is at least \((ne\nu)^2\), with \(\nu=1/T_p\). The heat per cycle is therefore at least

\[
W_j\ge\frac1\nu\,\frac{h}{2e^2}(ne\nu)^2=\frac{n^2h\nu}{2}.
\]

## Noise

**An optimal channel.** Here \(b_j(t)=e^{-i\chi(t)}c(t)\), where \(c=\sum_kS_{jk}(0)a_k\) has equilibrium statistics. Split the times as before:

\[
b_j^\dagger(t+\tfrac\tau2)b_j(t-\tfrac\tau2)=[1+i\tau\dot\chi+O(\tau^2)]\,[\,:\!c^\dagger c\!:+g(\tau)],
\]

where colons denote subtraction of the equilibrium mean. As \(\tau\to0\), the phase factor leaves the operator part unchanged, while its product with the singular \(g\) leaves \(i\tau\dot\chi/(2\pi i\tau)=\dot\chi/2\pi\). The channel current is its undriven operator plus the plain number \(e\dot\chi/2\pi\). Driving thus changes the mean and no higher cumulant.

**A general channel at \(T=0\).** Wick's theorem gives the outgoing density correlation as \(\langle b_j^\dagger(t)b_j(t')\rangle\langle b_j(t)b_j^\dagger(t')\rangle\). With \(\tau=t-t'\), the second factor contains

\[
\delta(\tau)-g(-\tau)=\frac1{2\pi i}\left[\frac1{\tau-i0}-\frac1{\tau+i0}\right]+\frac1{2\pi i(\tau+i0)}=\frac1{2\pi i(\tau-i0)} .
\]

The correlation is therefore \(-|M|^2/[4\pi^2(\tau-i0)^2]\), with \(M=[S(t)S^\dagger(t-\tau)]_{jj}\). Closing the contour away from the pole shows \(\int d\tau\,(\tau-i0)^{-2}=0\), so a constant may be added to \(-|M|^2\). The incoming–incoming and mixed terms have numerators independent of one of the two times; integrating over that time gives zero. Over a long count the variance per cycle of the net number is

\[
\mathcal N_j=\frac1{4\pi^2}\int_0^{T_p}\!dt\int_{-\infty}^{\infty}\!d\tau\,\frac{1-|M|^2}{\tau^2}.
\]

\(M\) is the inner product of two unit rows, so \(|M|\le1\). The noise vanishes if and only if the rows at all times are proportional, which is the optimality condition. At short \(\tau\), the earlier expansion gives \(1-|M|^2\simeq\tau^2\sum_{k\ne j}|\mathcal E_{jk}|^2/\hbar^2\): the matrix elements that produce excess heat also produce noise.

Variances were computed separately from number operators in an explicit Fermi sea. One channel of the three-channel pump had mean \(0.769\) and variance \(0.296\) per cycle, in agreement with the integral. A channel whose phase winds twice gave mean \(2.000000\) and variance below \(10^{-8}\). At \(k_BT=0.5\,\hbar\Omega\) its variance was \(0.916\), equal to that of the same channel undriven. "Noiseless" therefore means no zero-frequency noise at \(T=0\), and no added noise when warm.

## A pump with a small leak

Take a sliding potential \(2\Delta\cos(2k_Fx-\Omega t)\) on a length \(L\), with \(\Omega=2\pi\nu\). Near the Fermi points, keep the resonant coupling between right movers \(R\) and left movers \(L_-\):

\[
i\hbar\dot R=-i\hbar v\,\partial_xR+\Delta e^{-i\Omega t}L_-,\qquad
i\hbar\dot L_-=i\hbar v\,\partial_xL_-+\Delta e^{i\Omega t}R .
\]

Substitute \(R=e^{-i\Omega t/2+iqx}\rho\) and \(L_-=e^{i\Omega t/2+iqx}\lambda\), with \(q=\Omega/2v\). The time derivatives add \(\pm\hbar\Omega/2\), and the space derivatives cancel them. A static problem at energy \(\epsilon\) remains:

\[
\epsilon\rho=-i\hbar v\rho'+\Delta\lambda,\qquad \epsilon\lambda=i\hbar v\lambda'+\Delta\rho .
\]

True energies are \(\epsilon+\hbar\Omega/2\) for right movers and \(\epsilon-\hbar\Omega/2\) for left movers. Reflection to the right thus adds \(\hbar\Omega\). Direct time evolution for \(\hbar\Omega=0.8\Delta\), \(L=1.5\hbar v/\Delta\) and incoming energy \(0.3\Delta\) confirmed this shift, and gave the static reflection probability at \(\epsilon=0.7\Delta\) within \(0.005\).

At \(\epsilon=0\), \(\rho'=-i\kappa\lambda\) and \(\lambda'=i\kappa\rho\), with \(\kappa=\Delta/\hbar v\), so \(\rho''=\kappa^2\rho\). For incidence from the left, \(\lambda(L)=0\) means \(\rho'(L)=0\). Hence \(\rho=\cosh\kappa(L-x)/\cosh\kappa L\), and the transmission is \(\mathcal T=1/\cosh^2\kappa L\).

Let \(\mathcal R=1-\mathcal T\). The change of outgoing occupation on the right is \(\mathcal R(E-\hbar\Omega/2)[f(E-\hbar\Omega)-f(E)]\). At \(T=0\), with \(\mu\) at the gap centre and \(\bar{\mathcal R}\) the average over \(|\epsilon|<\hbar\Omega/2\),

\[
\dot N=\frac1h\int_{-\hbar\Omega/2}^{\hbar\Omega/2}\mathcal R\,d\epsilon=\nu\bar{\mathcal R},\qquad
P=\frac1h\int_{-\hbar\Omega/2}^{\hbar\Omega/2}\left(\epsilon+\frac{\hbar\Omega}2\right)\mathcal R\,d\epsilon=\frac{h\nu^2}{2}\bar{\mathcal R}.
\]

The term in \(\epsilon\) vanishes because \((\rho,\lambda)\to(\rho^*,-\lambda^*)\) maps a solution at \(\epsilon\) to one at \(-\epsilon\), making \(\mathcal R\) even. The minimum power is \(h\dot N^2/2=h\nu^2\bar{\mathcal R}^2/2\), so

\[
P/P_{\min}=1/\bar{\mathcal R}.
\]

For slow driving, \(M=\mathcal T+\mathcal Re^{-i\Omega\tau}\) and \(1-|M|^2=4\mathcal R\mathcal T\sin^2(\Omega\tau/2)\). Using \(\int\sin^2(\Omega\tau/2)\,\tau^{-2}d\tau=\pi\Omega/2\), the variance per cycle is \(\mathcal R\mathcal T\). Perfect reflection gives the optimal pump.

**Where the bound fails.** Let the reservoirs be warm and \(\mu\) lie off centre. Measure \(\mu\) from the gap centre. For small \(\Omega\), and \(k_BT\) low enough that \(\mathcal R\) is nearly linear over the thermal window, shifting the integration variable by \(\hbar\Omega/2\) gives

\[
P_{\rm right}\simeq\frac1h\left[\frac{\pi^2}{3}(k_BT)^2\hbar\Omega\,\mathcal R'(\mu)+\frac{(\hbar\Omega)^2}{2}\mathcal R(\mu)\right],
\]

using \(\int\epsilon^2(-f')d\epsilon=\pi^2(k_BT)^2/3\). The first term is reversible heat; it changes sign for the left reservoir. With \(\mu=1.2\Delta\), \(k_BT=0.05\Delta\), \(\hbar\Omega=0.002\Delta\) and \(L=2\hbar v/\Delta\), the right reservoir has \(hP=-1.20\times10^{-5}\Delta^2\), whereas the bound would require at least \(+9.0\times10^{-7}\Delta^2\). The two reservoirs together still heat, with \(2.7\times10^{-6}\Delta^2\). With warm reservoirs, energy-dependent scattering can therefore break the single-channel bound.

## Numbers for a germanium hole channel

Take a one-dimensional hole channel in a germanium quantum well under a travelling gate potential, with rough values: mass \(0.06m_e\), period \(a=100\) nm, 20 periods, \(\Delta=0.1\) meV, \(\nu=1\) GHz and \(T=20\) mK. With \(k_F=\pi/a\), the velocity is \(v=\hbar k_F/m=6.06\times10^4\) m/s. Then \(\kappa L=\Delta L/\hbar v=5.01\) and \(\mathcal T=1/\cosh^2(5.01)\approx1.8\times10^{-4}\).

At \(T=0\), one spin channel carries \(I=e\nu\bar{\mathcal R}=160.2\) pA. The minimum heat flow is

\[
\frac{h}{2e^2}I^2=(12906\ \Omega)(160.2\ \text{pA})^2=0.331\ \text{fW}.
\]

The pump dissipates a fraction \(1.8\times10^{-4}\) more. The heat per cycle in this channel, one spin of one reservoir, is close to \(h\nu/2=2.07\ \mu\)eV; two spins and two reservoirs give 1.325 fW. The number variance per cycle is \(1.8\times10^{-4}\) at \(T=0\).

Solving the frozen potential with the full parabolic band and abrupt ends leaves the charge per cycle \(1.8\times10^{-4}\) below \(e\), but the current now varies between \(0.80\) and \(1.22\,e\nu\). At each sampled phase the heat exceeds the instantaneous bound by at most a fraction \(2.2\times10^{-4}\) of that bound, yet its mean is 1.6% above \(h\nu^2/2\). That excess is the price of an uneven current.

Real channels depart further from the model. At a mobility of \(10^6\) cm²/Vs, a high value, the disorder width (\(\hbar\) divided by the scattering time that the mobility implies) is 0.019 meV, one fifth of the half-gap. The same scattering time, 34 ps, gives a mean free path \(v\tau\approx2.1\ \mu\)m, about the length of the pump. Static backscattering is therefore not negligible, and the leak and heat excess above are clean-channel values. Mobility gives little weight to small-angle scattering, so the true level width can be larger. A mass of \(0.09m_e\), with period, gap and length held fixed, lowers \(\mathcal T=1/\cosh^2\kappa L\) of the resonant two-wave model to \(1.2\times10^{-6}\). The assumption most clearly broken is that holes do not interact. With a rough relative permittivity of 16, their Coulomb energy at one period is 0.90 meV, against a Fermi energy of 0.63 meV. A metal gate 30 nm away reduces it to 0.13 meV, still above the half-gap. With both spins filled there are two holes per period, so neighbours sit closer than this and both Coulomb energies are low estimates. The model cannot say how far this moves the heat or the leak, so these figures describe free carriers and do not predict a device. The remaining values are in the numerical output.

## Computed results

```
MODEL TESTS (energy unit hbar*Omega where not stated)
largest flow error, 3-channel pump: 1.6e-11
generic pump, mean number per cycle: 0.7691
generic pump, variance per cycle, T=0: 0.2956
optimal pump, mean number per cycle: 2.000000
optimal pump, |variance| below 1e-8: True
optimal pump, variance at kT=0.5: 0.916030
same channel undriven, kT=0.5: 0.916030
cooling case, h*heat, right (half-gap^2): -1.204e-05
cooling case, bound would need at least: 9.034e-07
cooling case, h*heat, both reservoirs: 2.688e-06
GERMANIUM HOLE CHANNEL, INPUTS (rough typical values)
effective mass: 0.06 m_e
potential period: 100 nm; periods: 20
half-gap: 0.10 meV
frequency: 1.0 GHz; temperature: 20 mK
DERIVED
Fermi velocity: 6.062e+04 m/s
Fermi energy: 0.627 meV
barrier length / decay length: 5.013
h f: 4.136 ueV
k_B T: 1.723 ueV
RESULTS PER CHANNEL (right reservoir)
h/(2e^2): 12906.40 ohm
transmission at gap centre: 1.770e-04
1 - charge/e per cycle, T=0: 1.771e-04
1 - charge/e per cycle, 20 mK: 1.778e-04
current: 160.189 pA
heat flow: 0.33124 fW
lower bound on heat flow: 0.33119 fW
heat / bound - 1: 1.771e-04
heat per cycle: 2.0675 ueV
heat flow, 2 spins x 2 reservoirs: 1.3250 fW
number variance per cycle, T=0: 1.770e-04
number variance per cycle, 20 mK: 2.123e-04
NEGLECTED EFFECTS
full band: 1 - charge/e per cycle: 1.826e-04
full band: mean transmission: 1.826e-04
full band: current min, max / (e f): 0.803, 1.216
full band: largest heat/bound - 1: 2.156e-04
full band: mean heat / (h f^2/2): 1.0156
mu 0.03 meV off centre, 20 mK: heat/bound - 1: 2.224e-04
transmission if mass is 0.09 m_e: 1.178e-06
disorder width at 1e+06 cm2/Vs: 0.0193 meV
next subband, 50 nm hard-wall wire: 7.52 meV
Coulomb energy at one period, bare: 0.900 meV
same, metal gate at 30 nm: 0.128 meV
```
